# Meniscus recession in an evaporating trench beneath a vapour boundary layer, part 2

Long parallel trenches of width $w$ and pitch $p$, full of liquid at $t=0$, dry by vapour diffusion through the gas above. The flat meniscus lies at depth $h(t)$; $z$ points down from the mouth and $y$ up from the wafer surface. The open fraction is $f=w/p$, and the boundary layer has thickness $\delta$. The vapour has diffusivity $D$ and concentration $c$, equal to $c_s$ at the liquid and $c_\infty$ at the outer edge; the liquid has molar density $c_L$. Concentrations are in moles per volume.

The first derivation, the resistance argument, takes the vapour profile as steady at each instant and adds the diffusion resistances in series. It gives $dh/dt=K/(h+L)$, hence

$$\frac{h^2}{2}+Lh=Kt,\qquad K=\frac{D(c_s-c_\infty)}{c_L},\qquad L=f\delta+\ell_c,\tag{21}$$

where $\ell_c$ accounts for vapour spreading sideways above the mouth. Early on, $h\simeq Kt/L$; late, $h\simeq\sqrt{2Kt}$. The local exponent $d\ln h/d\ln t$ falls from 1 towards $1/2$.

The second derivation keeps the time dependence. With $u=c-c_\infty$ and $\Delta c=c_s-c_\infty$,

$$\frac{\partial u}{\partial t}=D\nabla^2u,\tag{22}$$

where $u=\Delta c$ on the meniscus, $u=0$ at the outer edge, and no flux crosses the walls or the symmetry planes between trenches. This equation is to be multiplied by a time-independent weight $\psi$, a length, which satisfies $\nabla^2\psi=0$, has zero normal derivative on the walls and symmetry planes, and vanishes at the outer edge. It is the steady field for unit flux in the trench and unit diffusivity. Deep in the trench

$$\psi=z+L .\tag{23}$$

This holds on the meniscus once $h$ is comparable with $w$; for smaller $h$ the error is small.

The example is water at 298 K with $w=10$, $p=100$ and $\delta=200\ \mu$m, trench depth $H=150\ \mu$m, $D=2.5\times10^7\ \mu$m²/s, and saturated and outer vapour pressures of 24 and 4 Torr. Then $K=484\ \mu$m²/s, $L=26.3\ \mu$m, and the trench empties in 31.4 s.

### The balance

Define the weighted amount of vapour per unit mouth area,

$$M(t)=\frac1w\int\psi u\,dA,\tag{24}$$

where the integral covers one period of the gas cross-section, including the emptied trench. Its lower boundary moves down at speed $dh/dt$ and uncovers gas in which $u=\Delta c$ and $\psi=h+L$. Hence

$$\frac{dM}{dt}=\frac1w\int\psi\frac{\partial u}{\partial t}\,dA
+(h+L)\Delta c\,\frac{dh}{dt}.\tag{25}$$

Substitute (22) in the first term. Because $\nabla^2\psi=0$, Green's identity turns it into a boundary integral:

$$\frac{D}{w}\int\psi\nabla^2u\,dA
=\frac{D}{w}\oint\left(\psi\frac{\partial u}{\partial n}
-u\frac{\partial\psi}{\partial n}\right)ds .\tag{26}$$

The walls and symmetry planes contribute nothing, since both normal derivatives vanish there. The outer edge contributes nothing, since $\psi$ and $u$ both vanish there. On the meniscus the outward normal of the gas region points down, along $z$, so $\partial\psi/\partial n=1$ and the right side becomes

$$D(h+L)\frac{\partial u}{\partial z}-D\Delta c,\tag{27}$$

with the gradient averaged over the meniscus. The exact balance of liquid and vapour at the moving surface is

$$(c_L-c_s)\frac{dh}{dt}=D\frac{\partial u}{\partial z}.\tag{28}$$

Using (28) in (27) and inserting the result in (25) gives

$$\frac{dM}{dt}=(h+L)(c_L-c_s+\Delta c)\frac{dh}{dt}-D\Delta c .\tag{29}$$

The bracket simplifies because $-c_s+\Delta c=-c_\infty$. Let the gas start at the outer concentration, so that $M(0)=0$. Integration from $h=0$ then yields

$$(c_L-c_\infty)\left(\frac{h^2}{2}+Lh\right)=D\Delta c\,t+M(t).\tag{30}$$

No steady profile has been assumed. If $c_\infty$ is neglected beside $c_L$, and $M$ beside $D\Delta c\,t$, division by $c_L$ gives (21), and completing the square gives $h=\sqrt{L^2+2Kt}-L$ again.

### How large the stored term can be

Diffusion cannot create a concentration outside the range set by the initial and boundary values, so $0\le u\le\Delta c$. To bound $M$ one needs the integral of $\psi$. Averaged across the trench, $\psi$ is $z+L$ at every depth, because the average gradient must carry the same unit flux through each section. Averaged across the pitch above the wafer, it is $f(\delta-y)$, with $y$ the height, for the same reason. Therefore

$$\frac1w\int\psi\,dA
=\int_0^h(z+L)\,dz+\frac pw\int_0^\delta f(\delta-y)\,dy
=Q+\frac{\delta^2}{2},\tag{31}$$

where $Q=h^2/2+Lh$ and $(p/w)f=1$ has been used. It follows that

$$0\le M\le\Delta c\left(Q+\frac{\delta^2}{2}\right).\tag{32}$$

Put these limits into (30) and divide by $c_L$. With $\varepsilon=\Delta c/c_L=K/D$, the lower limit gives $(1-c_\infty/c_L)Q\ge Kt$. The upper limit gives $(1-c_\infty/c_L-\varepsilon)Q\le Kt+\varepsilon\delta^2/2$, and the bracket equals $1-c_s/c_L$. Together,

$$\frac{Kt}{1-c_\infty/c_L}\le Q\le
\frac{K\,[t+\delta^2/(2D)]}{1-c_s/c_L}.\tag{33}$$

Within this diffusion model, and with (23) valid on the meniscus, filling the boundary layer can advance the clock by at most $\delta^2/(2D)$. For the example this is $200^2/(2\times2.5\times10^7)$ s, or 0.8 ms. The denominators differ from one by about $2\times10^{-5}$ at most. Both effects are negligible beside a drying time of half a minute.

The bound concerns accumulated depth, not instantaneous speed. At the very start the layer holds no excess vapour, the gradient at the liquid is steep, and the speed exceeds $K/L$. The linear law describes the interval after the layer has filled and before the trench resistance matters, $\delta^2/D\ll t\ll L^2/K$. Such an interval exists only if $\varepsilon\delta^2\ll L^2$.

### Two comparisons with time-dependent diffusion

The moving-meniscus problem was solved numerically in one dimension, with the area step at the mouth but no spreading length, so that $L=f\delta=20\ \mu$m. The meniscus started at 1 µm under a layer without excess vapour. For the example's $\varepsilon$, the largest difference from the quasi-steady depth at the compared times was 0.011 µm.

Equation (30) accounts for this size. Once the layer has filled, its profile is nearly $u=\Delta c\,\psi/(h+L)$, and its part of $M$ is

$$\frac{\Delta c}{f(h+L)}\int_0^\delta f^2(\delta-y)^2dy
=\frac{\Delta c\,f\delta^3}{3(h+L)}.\tag{34}$$

A small change of depth changes $Q$ by $(h+L)$ times that amount. The depth is therefore advanced by about $\varepsilon f\delta^3/[3(h+L)^2]$. The earliest compared time was one thousandth of the run, when $h+L$ was 21.7 µm, and the estimate there is 0.011 µm. With $\varepsilon$ raised to 0.01 and the geometry unchanged, the largest difference was about 3 µm. In that case $\varepsilon\delta^2=400\ \mu$m², which equals $L^2$, so the condition $\varepsilon\delta^2\ll L^2$ is broken: the layer is still filling while the trench resistance grows. The quasi-steady law can thus lose accuracy under a thick layer even though $\varepsilon$ is small.

The second comparison removes the outside resistance, $L=\delta=0$. The diffusion equation then has the solution

$$u=\Delta c\,\frac{{\rm erf}[z/(2\sqrt{Dt})]}{{\rm erf}\,\lambda},\qquad
h=2\lambda\sqrt{Dt}.\tag{35}$$

Its gradient at $z=h$ is $\Delta c\,e^{-\lambda^2}/(\sqrt{\pi Dt}\,{\rm erf}\,\lambda)$, and $dh/dt=\lambda\sqrt{D/t}$. Equation (28) then requires

$$\sqrt\pi\,\lambda e^{\lambda^2}{\rm erf}\,\lambda
=\frac{\Delta c}{c_L-c_s}.\tag{36}$$

For small $\lambda$ the left side is $2\lambda^2$, so $h\simeq\sqrt{2Kt}$. The numerical root exceeds this law by a relative $8.4\times10^{-6}$. Equation (30) gives the same correction. The nearly linear profile has $M=\Delta c\,h^2/3$, so $h^2(1-c_\infty/c_L-2\varepsilon/3)=2Kt$. To first order $h$ is raised by the fraction $c_\infty/(2c_L)+\varepsilon/3$, which is $8.4\times10^{-6}$.

### What each derivation assumes

Both derivations assume dilute vapour, constant $D$, equilibrium at a flat meniscus, constant temperature and a boundary layer of fixed thickness. They differ in their treatment of time.

The resistance argument assumes a steady profile at each instant. In return it gives the speed directly, and it can accommodate slow changes. If $c_\infty$ or $\delta$ varies slowly compared with the relaxation of the gas, the current values may be put into $dh/dt=K/(h+L)$. It estimates the ratio of time scales but gives no bound on the error in depth.

The weighted balance assumes no profile and supplies the error bound (33). It relies on fixed boundary concentrations, a fixed gas geometry outside the trench, and a linear diffusion equation. It controls the depth but not the speed, because a bound on $M$ does not bound $dM/dt$.

### Cooling and other neglected effects

Of the assumptions whose effect is estimated here, constant temperature is the most strained in the example. Let $\Lambda$ be the molar latent heat and $G$ the heat conductance per unit area from a support at temperature $T$ to the wafer at $T_w$. In a steady heat balance $f\Lambda J=G(T-T_w)$, with $J$ the flux from the trench. Linearizing the equilibrium concentration gives

$$\frac{J(h+L)}{D}=\Delta c-\frac{dc_s}{dT}\frac{f\Lambda J}{G}.\tag{37}$$

Collecting the terms in $J$ replaces $L$ by $L+L_T$, where

$$L_T=\frac{fD\Lambda}{G}\frac{dc_s}{dT},\qquad
\frac{dc_s}{dT}=c_s\left(\frac{\Lambda}{RT^2}-\frac1T\right).\tag{38}$$

The derivative follows from $c_s=P_s/(RT)$ and the vapour-pressure relation $dP_s/dT=\Lambda P_s/(RT^2)$. Equation (37) keeps the concentration as the driving quantity. When the wafer is colder than the outer gas, diffusion follows the mole fraction of the vapour instead; the term $-1/T$ then drops out, and $L_T$ is about 6% larger than the value given below. Heat conducted from the gas through the layer, about 0.013 W/(cm² K) for air, acts in the opposite direction unless it is counted in $G$. Cooling thus acts as an added external resistance and leaves the form of the law unchanged.

With $\Lambda=44$ kJ/mol and $G=0.10$ W/(cm² K), $L_T=8.0\ \mu$m and the emptying time rises from 31.4 to 33.8 s. A calculation with the nonlinear vapour pressure also gives 33.8 s, with an initial cooling of 3.5 K. Both use the steady heat balance. The wafer's heat capacity, 0.13 J/(cm² K), gives a thermal response time of about 1 s, so the wafer starts uncooled, never reaches the 3.5 K of the steady balance, and the early recession is faster than this corrected law says. With no heat supply, evaporating all the liquid would require the wafer to cool by 28 K. After about 27 K, already below the freezing point, the saturated pressure has fallen to the outer 4 Torr, so the drying would stall and the constant-temperature result would not apply.

The other effects are smaller:

- Vapour leaving through a stationary gas causes an outward gas flow, which raises the flux by 1.9% at atmospheric pressure.
- Collisions with the trench walls add no more than about 1% to the trench resistance. This limit is the ratio of the mean free path to the trench width.
- Finite evaporation kinetics add less than 0.2 µm to $L$ if every vapour molecule that strikes the liquid sticks.
- The liquid surface may be cooler than the trench walls by a few tenths of a kelvin at the start.
- A fully wetting meniscus sags by $w/2=5\ \mu$m. Its edges lie closer to the mouth than its mean depth, so the vapour's path is shorter than for a flat meniscus at that depth, by about 2 µm for a semicircular meniscus. This is some 7% of $L$ and shortens the emptying time by about 2%. The sag also blurs the meaning of $h$ near the mouth and the floor.

### The model beside a real process

The parameters are round numbers chosen to represent water drying from deep trenches under a thin boundary layer. The layer thickness depends on the gas flow and is assumed here, not calculated. Since $t_H=(H^2/2+LH)/K$, with $H$ the trench depth, an error of 10 µm in $L$ changes the emptying time by $10\times150/484$ s, or 3.1 s, with $K$ and $H$ fixed. Real wafers also break the assumption of constant temperature, which moves the time by about 8% for the conductance used here. Liquid held in the corners at trench ends could feed evaporation near the mouth and shorten the drying. That effect has not been calculated.

For pattern collapse, the recession law says how long liquid remains between the walls. It does not say whether they bend. The walls of the example are 90 µm thick and far too stiff to collapse; collapse concerns much narrower structures. The resistance from collisions with the trench walls grows roughly as $1/w$, and in trenches about 0.1 µm wide it is comparable with the diffusion resistance counted here. The law with the gas value of $D$ would then predict too short a drying time. For a fully wetting liquid with surface tension $\gamma=0.072$ N/m, the pressure below the meniscus is lower than in the gas by $2\gamma/w$, or 108 Torr. The difference builds up to this value while the edges of the meniscus are still held at the mouth. After they leave it, the difference does not depend on $h$ while the width is constant, until the meniscus touches the floor. Slower drying prolongs this pressure difference without reducing it. When the trenches on the two sides of a straight wall have equal widths and equal liquid levels, the pressures on it balance and there is no net sideways force. Whether a wall survives depends also on its stiffness and on any difference in width or liquid level between neighbouring trenches, which the model excludes. The numerical output lists the values used.

## Computed values

```
trench width, pitch, depth: 10, 100, 150 um
gas layer thickness: 200 um; open fraction: 0.10
temperature: 298 K; diffusivity: 0.25 cm^2/s
vapour pressure, saturated and outer: 24, 4 Torr
liquid molar mass: 18 g/mol; density: 1.0 g/cm^3
c_s, c_inf: 1.2914, 0.2152 mol/m^3; c_L: 55556 mol/m^3
(c_s - c_inf)/c_L: 1.937e-05
K: 484.3 um^2/s
f*delta: 20.00 um; l_c from series: 6.26 um
l_c from Laplace, meniscus 20 um deep: 6.11 um
l_c from Laplace, meniscus 1 um deep: 6.07 um
L: 26.26 um; initial speed K/L: 18.44 um/s
time at h = L (exponent 3/4): 2.14 s
asymptotes cross at: 2.85 s; true depth there: 32.5 um
time (s) | h | K t/L | sqrt(2Kt) | sqrt(2Kt)-L (um) | exponent
  0.10 |    1.78 |    1.84 |    9.84 |  -16.42 | 0.968
  0.50 |    8.00 |    9.22 |   22.01 |   -4.26 | 0.883
  2.00 |   24.99 |   36.88 |   44.01 |   17.75 | 0.756
 10.00 |   75.60 |  184.40 |   98.42 |   72.15 | 0.629
 31.36 |  150.00 |  578.37 |  174.30 |  148.03 | 0.574
emptying time at constant temperature: 31.36 s
largest error of quasi-steady law, example: 0.0106 um
same with concentration ratio 0.01: 3.01 um
similarity solution / sqrt(2Kt), minus 1: 8.4e-06
latent heat: 44 kJ/mol; heat conductance to wafer: 0.10 W/(cm^2 K)
wafer heat capacity per area: 0.13 J/(cm^2 K)
wafer cooling with no heat supply: 28.2 K
initial wafer cooling with heat supply: 3.52 K
thermal added length L_T: 7.99 um
emptying time with cooling, L + L_T: 33.84 s
emptying time with cooling, nonlinear: 33.76 s
liquid conductivity: 0.6 W/(m K); local liquid cooling scale: 0.38 K
flux gain from outward gas flow: 1.88 %
wall-collision resistance in trench, scale: 1.27 %
interface kinetics length, unit sticking: 0.17 um
surface tension: 0.072 N/m; capillary pressure: 108 Torr
vapour pressure lowering by curvature: 0.010 %
sag of a fully wetting meniscus: 5.0 um
```
